# Square-root growth of a planar intermetallic layer with fixed face compositions

Q: A compound layer grows between a solder and the metal under it. I am told that its thickness follows the square root of time because diffusion limits it. Diffusion limits many things. What is being assumed here?

A: Let me fix the model first. Two phases of a binary system A–B meet at a flat plane $z=0$, and one compound layer forms between them. Let $x$ be the atomic fraction of B. The left phase has the uniform composition $x_\alpha$, the right phase $x_\gamma$. The layer occupies $s_1(t)<z<s_2(t)$, with composition $x_1$ at its left face and $x_2$ at its right face, where

$$x_\alpha<x_1<x_2<x_\gamma .$$

At constant temperature, local equilibrium at each face holds $x_1$ and $x_2$ fixed, provided that atoms cross the face easily. The outer phases are thick and carry no diffusion flux. The molar volume $V_m$ per mole of atoms is the same everywhere, and there is no net volume flow, so both outer phases are at rest in the $z$ frame. Atoms move by volume diffusion with a positive interdiffusion coefficient $D(x)$.

Q: Which way does B move, and how does its motion make the layer thicker?

A: Since $x$ rises to the right, B diffuses to the left. I count the leftward flux as positive and multiply it by $V_m$, which gives a quantity with the unit of speed:

$$j=D(x)\,\frac{\partial x}{\partial z}>0 .$$

A thin slice gains B through its right side and loses it through its left side, so inside the layer

$$\frac{\partial x}{\partial t}=\frac{\partial j}{\partial z}.$$

At the left face, material of composition $x_\alpha$ is converted to composition $x_1$. Each unit of volume needs an amount $a=x_1-x_\alpha$ of B, in units of $1/V_m$. The flux arriving from the layer supplies it, and nothing passes on into the left phase. The face moves left, so its velocity is negative:

$$a\,\frac{ds_1}{dt}=-j(s_1).$$

At the right face, material of composition $x_\gamma$ becomes $x_2$ and releases $b=x_\gamma-x_2$. The released B leaves through the layer:

$$b\,\frac{ds_2}{dt}=j(s_2).$$

The layer therefore grows at both faces.

Q: Then give me the growth law, with the simplest flux you can defend.

A: Suppose that the composition range $\delta=x_2-x_1$ is much smaller than $a$ and $b$. The layer then stores little B compared with the amount converted at its faces, and $j$ is nearly uniform across it. Integrate $j=D\,\partial x/\partial z$ over the thickness $W=s_2-s_1$:

$$jW=\int_{x_1}^{x_2}D(x)\,dx\equiv\bar D\delta ,\qquad j=\frac{\bar D\delta}{W}.$$

Subtracting the two face velocities gives

$$\frac{dW}{dt}=\frac{j}{b}+\frac{j}{a}=\frac{k}{W},\qquad k=\bar D\delta\left(\frac1a+\frac1b\right).$$

Multiply by $W$. The left side is $\tfrac12\,d(W^2)/dt$, so integration from an initial thickness $W_0$ yields

$$W^2=W_0^2+2kt .$$

If $W_0=0$, then $W=\sqrt{2kt}$. The fixed compositions keep the difference $\delta$ constant while the path grows, so the flux falls as $1/W$. That is the origin of the square root.

Q: With $W_0\neq0$ that is not a square root of time.

A: It becomes one when $2kt\gg W_0^2$. The local exponent measures the approach. From $dW/dt=k/W$,

$$n=\frac{t}{W}\frac{dW}{dt}=\frac{kt}{W^2}=\frac12\left(1-\frac{W_0^2}{W^2}\right).$$

A layer that has doubled its thickness has $n=3/8$; one that has grown tenfold has $n=0.495$. For a narrow layer that already exists at the start, the straight line is $W^2$ against $t$, with intercept $W_0^2$.

Q: A compound with a very small $\delta$ should then hardly grow. Yet compounds drawn as vertical lines in a phase diagram do form layers.

A: The rate contains the product $\bar D\delta$, not $\delta$ alone. Write the flux in terms of the diffusion potential $\mu$, the chemical potential of B minus that of A, as $j=M\,\partial\mu/\partial z$ with a mobility factor $M$. Since $\partial\mu/\partial z=(d\mu/dx)\,\partial x/\partial z$, we have $D=M\,d\mu/dx$, and therefore

$$\bar D\delta=\int_{x_1}^{x_2}M\frac{d\mu}{dx}\,dx=\int_{\mu_1}^{\mu_2}M\,d\mu .$$

This can stay finite as $\delta\to0$: the composition range is narrow, but $\mu$ varies steeply within it.

Q: My main objection remains. You assumed a uniform flux. If the layer has a broad composition range, part of the B is stored or released inside it. Why should the exponent survive?

A: Because a layer that starts from zero thickness between semi-infinite phases has no length of its own. Distances can be compared with $\sqrt{Dt}$ alone. Let us look for a solution in which composition depends on $\eta=z/\sqrt t$, with faces at $s_1=\eta_1\sqrt t$ and $s_2=\eta_2\sqrt t$. Write $j=p(\eta)/\sqrt t$, and let a prime mean $d/d\eta$. Since $\partial x/\partial z=x'/\sqrt t$, the flux law becomes

$$p=Dx' .$$

Also $\partial x/\partial t=-\eta x'/(2t)$ and $\partial j/\partial z=p'/t$, so conservation gives

$$p'=-\frac{\eta}{2}x' .$$

The face velocities are $ds_i/dt=\eta_i/(2\sqrt t)$. The left face moves left, $\eta_1<0$, and the balances become

$$p(\eta_1)=\frac{a|\eta_1|}{2},\qquad p(\eta_2)=\frac{b\eta_2}{2}.$$

Time has dropped out of every equation. Any solution of this problem gives

$$W=\omega\sqrt t,\qquad \omega=\eta_2-\eta_1=|\eta_1|+\eta_2 ,$$

without the assumption of a uniform flux.

Q: "Any solution" is a careful phrase. Does one exist?

A: Yes, for continuous positive $D(x)$. Extend $D$ outside $[x_1,x_2]$ by its end values; this is only a device for the proof. Choose a trial value $m=|\eta_1|$, start at $\eta=-m$ with $x=x_1$ and $p=am/2$, and integrate to the right. Combining the two equations gives $p'=-\eta p/(2D)$, so $p$ stays positive, rises for $\eta<0$ and falls for $\eta>0$. The line $b\eta/2$ is negative before $\eta=0$ and rises afterwards. It therefore meets $p$ once, at some $\eta_2>0$. Call the composition reached there $X(m)$. We need $X(m)=x_2$.

For $m\to0$, the peak $p(0)$ tends to zero, and so does $\eta_2=2p(\eta_2)/b$. Hence $X\to x_1$, which is too low. For large $m$, the part left of $\eta=0$ alone gives

$$\int_{x_1}^{X}D\,dx=\int_{-m}^{\eta_2}p\,d\eta\ge\frac{am^2}{2},$$

because $p\ge am/2$ there. Once $am^2/2>\bar D\delta$, $X$ lies above $x_2$. To see that $X$ varies continuously with $m$, use $x$ as the independent variable, which is allowed because $x'>0$. The equations are then $d\eta/dx=D/p$ and $dp/dx=-\eta/2$, whose right sides are smooth in $\eta$ and $p$. Some $m$ in between therefore gives $X=x_2$.

Q: So the exponent is safe, but the coefficient $k$ may be wrong. By how much?

A: It can be bracketed for any $D(x)$. The flux is largest at $\eta=0$, the original contact plane. To its left, $p\ge a|\eta_1|/2$; to its right, $p\ge b\eta_2/2$. Since $\int p\,d\eta=\int D\,dx=\bar D\delta$,

$$\bar D\delta\ge\frac{a\eta_1^2+b\eta_2^2}{2}.$$

Now write $\omega=(\sqrt a|\eta_1|)(1/\sqrt a)+(\sqrt b\,\eta_2)(1/\sqrt b)$ and apply the Cauchy inequality:

$$\omega^2\le(a\eta_1^2+b\eta_2^2)\left(\frac1a+\frac1b\right)\le2\bar D\delta\left(\frac1a+\frac1b\right)=2k .$$

The uniform-flux formula is thus an upper bound on the thickness of a layer that starts from zero.

Q: An upper bound alone would allow the layer to be far thinner.

A: There is a lower bound too. Let $x_0=x(0)$. Integrate $p'=-\eta x'/2$ from the left face to the contact plane and use $|\eta|\le|\eta_1|$:

$$p(0)=\frac{a|\eta_1|}{2}+\int_{\eta_1}^{0}\frac{|\eta|}{2}x'\,d\eta\le\frac{|\eta_1|}{2}\,(a+x_0-x_1)=\frac{|\eta_1|}{2}(x_0-x_\alpha).$$

The same integration on the right gives

$$p(0)=\frac{b\eta_2}{2}+\int_0^{\eta_2}\frac{\eta}{2}x'\,d\eta\le\frac{\eta_2}{2}(x_\gamma-x_0).$$

Solve each for its distance and add:

$$\omega\ge2p(0)\,g(x_0),\qquad g(x)=\frac1{x-x_\alpha}+\frac1{x_\gamma-x}.$$

Because $p\le p(0)$ throughout the layer, $\bar D\delta\le p(0)\,\omega$, or $p(0)\ge\bar D\delta/\omega$. Hence

$$2\bar D\delta\min_{[x_1,x_2]}g\;\le\;\omega^2\;\le\;2\bar D\delta\left(\frac1a+\frac1b\right).$$

When $\delta$ is small beside $a$ and $b$, every $g(x)$ in the layer approaches $1/a+1/b$, and the bounds close on $2k$.

Q: Show me a case in which they do not close.

A: Take $x_\alpha=0.05$, $x_1=0.30$, $x_2=0.60$, $x_\gamma=0.95$ and a constant $D$ set to 1. The bounds on $\omega^2$ are 2.67 and 4.11, and the numerical similarity solution gives 3.52. The uniform-flux thickness is too large by the factor $\sqrt{4.11/3.52}$, about 8 percent relative to the full solution.

With $D=\exp[s(x-0.45)]$, the choices $s=-3$ and $s=3$ have the same $\bar D\delta$, since 0.45 is the middle of the layer's range. Their bounds are therefore equal, yet $\omega^2$ is 3.67 for the first and 3.58 for the second. In a broad layer, the coefficient depends on how $D$ varies with composition as well as on its mean.

Q: All of this rests on the similarity form. A real layer starts with some thickness and some profile. Does it find its way there?

A: In a narrow layer, the initial profile relaxes in a time of order $W_0^2/\bar D$. This is much shorter than the growth time $W_0^2/k$, because $k/\bar D=\delta(1/a+1/b)$ is small. The flux is then nearly uniform, and $W^2=W_0^2+2kt$ shows how the initial thickness is forgotten. For a broad layer I have numerical evidence, not a proof. A moving-boundary simulation solved the diffusion equation in time for the compositions just given, with $s=0$ and $s=3$, from a layer of finite thickness with a linear profile. After hundredfold growth the exponent was 0.4999 in both cases, and the growth rate of $W^2$ agreed with $\omega^2$ to about one part in $10^4$. The total amount of B was also tested and was conserved within the numerical tolerance. For $s=0$, further tests confirmed the position and height of the flux peak.

Q: Can the full problem be solved by hand when $D$ is constant?

A: Down to one scalar equation. From $p'=-\eta p/(2D)$,

$$p=p(0)\,e^{-\eta^2/4D}.$$

Define $\lambda_1=|\eta_1|/(2\sqrt D)$, $\lambda_2=\eta_2/(2\sqrt D)$ and $q=p(0)/\sqrt D$. The left balance reads $a\sqrt D\,\lambda_1=p(0)e^{-\lambda_1^2}$, and the right one is similar, so

$$q=a\lambda_1e^{\lambda_1^2}=b\lambda_2e^{\lambda_2^2}.$$

The composition range follows from $x'=p/D$ with the substitution $\eta=2\sqrt D\,u$:

$$\delta=\frac{p(0)}{D}\int_{\eta_1}^{\eta_2}e^{-\eta^2/4D}d\eta=2q\int_{-\lambda_1}^{\lambda_2}e^{-u^2}du=\sqrt\pi\,q\,(\operatorname{erf}\lambda_1+\operatorname{erf}\lambda_2).$$

Both $\lambda$'s increase with $q$, so the right side does as well, and the root is unique. The thickness is

$$W=2(\lambda_1+\lambda_2)\sqrt{Dt}.$$

For small $\delta$, the $\lambda$'s are small. Then $\lambda_1\approx q/a$, $\lambda_2\approx q/b$ and $\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi$. These give $\delta\approx2q^2(1/a+1/b)$, and

$$\omega^2=4D(\lambda_1+\lambda_2)^2\approx4Dq^2\left(\frac1a+\frac1b\right)^2\approx2D\delta\left(\frac1a+\frac1b\right),$$

which is $2k$ again.

Q: Put numbers in. I want to see what is consumed, as well as the thickness.

A: I take round model parameters: $x_\alpha=0$, $x_1=0.44$, $x_2=0.46$, $x_\gamma=1$, $D=10^{-17}\ \mathrm{m^2/s}$ and $V_m=10^{-5}\ \mathrm{m^3/mol}$. Then $a=0.44$, $b=0.54$, $\delta=0.02$, and

$$k=10^{-17}\times0.02\times\left(\frac1{0.44}+\frac1{0.54}\right)=8.25\times10^{-19}\ \mathrm{m^2/s}.$$

The full constant-$D$ solution has $\lambda_1=0.11131$ and $\lambda_2=0.09107$, so

$$\omega^2=4\times10^{-17}\times(0.20238)^2=1.638\times10^{-18}\ \mathrm{m^2/s}.$$

This lies between the bounds $1.610\times10^{-18}$ and $1.650\times10^{-18}\ \mathrm{m^2/s}$. The uniform-flux formula overestimates $W$ by 0.35 percent of the full value. At $t=4\times10^6$ s,

$$W=\sqrt{1.638\times10^{-18}\times4\times10^6}\ \mathrm m=2.56\ \mathrm{\mu m}.$$

At a quarter of that time the layer is $1.28\ \mathrm{\mu m}$ thick, and at four times that time $5.12\ \mathrm{\mu m}$. A thickness of $5\ \mathrm{\mu m}$ takes $(5\times10^{-6})^2/(1.638\times10^{-18})=1.53\times10^7$ s.

At $4\times10^6$ s, the layer has consumed $2\lambda_1\sqrt{Dt}=1.41\ \mathrm{\mu m}$ of the left phase and $2\lambda_2\sqrt{Dt}=1.15\ \mathrm{\mu m}$ of the right. More is taken from the left because $a<b$: each unit of volume converted there needs less B than a unit converted on the right releases. In terms of thickness this rests on the equal molar volumes of the model; in general it holds for moles of atoms. For copper and tin, with about $7.1$ and $16.3\ \mathrm{cm^3/mol}$, a layer of similar composition consumes more moles of copper but roughly twice the thickness of tin.

Q: And how uniform is the flux that you first called uniform?

A: Dividing $j$ by $V_m$ gives the molar flux of B. At the same time it is $7.74\times10^{-9}\ \mathrm{mol/(m^2\,s)}$ at the left face, $7.84\times10^{-9}$ at the contact plane and $7.78\times10^{-9}$ at the right face. The peak is 1.2 percent above the left value and 0.8 percent above the right.

The sign of this variation follows from $\partial x/\partial t=-\eta x'/(2t)$. At a fixed point right of the contact plane, $x$ falls with time, so the layer releases B and adds to the leftward flux. Left of the plane, $x$ rises and the layer retains part of the flux.

Q: You said that atoms cross the faces easily. Suppose they do not.

A: Then a face composition is no longer fixed, and the early law changes. Keep $D$ constant and $\delta$ small, and let the right face have a surface composition $x_s$ below its equilibrium value $x_2$. Take a linear transfer law with speed $\kappa$:

$$j=\kappa(x_2-x_s),\qquad j=\frac{D(x_s-x_1)}{W}.$$

Solve each for its composition difference and add, which removes $x_s$:

$$\delta=j\left(\frac1\kappa+\frac WD\right),\qquad j=\frac{D\delta}{W+L},\qquad L=\frac D\kappa .$$

The interface acts like an extra diffusion length $L$. With $x_\gamma-x_s\approx b$, which holds for small $\delta$, the growth rate is $dW/dt=k/(W+L)$. From zero thickness this integrates to

$$W^2+2LW=2kt .$$

For $W\ll L$, $W\approx kt/L$, which is linear in time. For $W\gg L$, the square-root law returns. Solving the quadratic gives $W=\sqrt{L^2+2kt}-L$, so the late layer lags behind $\sqrt{2kt}$ by nearly $L$. The local exponent is

$$n=\frac{kt}{W(W+L)}=\frac{W+2L}{2(W+L)},$$

which falls from 1 to $1/2$ as the layer thickens.

Q: Is the change slow enough to mislead someone who reads an exponent from data?

A: In the worked example, let $\kappa=10^{-10}$ m/s, so $L=0.1\ \mathrm{\mu m}$. I use the narrow-layer law just derived, with $k=8.25\times10^{-19}\ \mathrm{m^2/s}$; it overestimates the thickness of the full diffusion problem by about 1.3 percent at $10^4$ s and 0.4 percent at $4\times10^6$ s, since besides taking the flux as uniform it replaces $x_\gamma-x_s$ by the smaller $b$. The exponents below are unchanged to the digits shown. At $10^4$ s the layer is $0.063\ \mathrm{\mu m}$ thick and $n=0.81$. At $10^5$ s, $W=0.32\ \mathrm{\mu m}$ and $n=0.62$. At $4\times10^6$ s, $W=2.47\ \mathrm{\mu m}$ and $n=0.52$. A measured exponent somewhat above one half can therefore come from an interface barrier that has not yet become negligible.

The moving-boundary simulation was also tested against this law. At $W=L$ it gives 0.750, in agreement with the formula. At $W=0.3L$ it gives 0.882 against 0.885. The small difference comes from its starting thickness $W_0=10^{-3}L$: integration from $W_0$ lowers $2kt$ from $0.690L^2$ to $0.688L^2$, and $n=0.688/(2\times0.3\times1.3)=0.882$.

Q: What if the faces are fast but the exponent is still below one half?

A: An initial thickness does that, as we saw. So does a diffusion coefficient that falls with time, for instance because fast paths along grain boundaries disappear as the grains coarsen. If the layer is narrow and $k$ depends on time, $W\,dW/dt=k(t)$ still holds, and

$$W^2=W_0^2+2\int_0^t k(t')\,dt' .$$

For $k=Ct^{-r}$ with constant $C$, $0<r<1$ and $W_0=0$, this gives $W^2=2Ct^{1-r}/(1-r)$ and an exponent $(1-r)/2$. The same integral describes a slowly changing temperature, with $k$ evaluated at each moment's temperature. This requires that $a$ and $b$ stay nearly constant and that the temperature changes little during the time $W^2/\bar D$ in which the profile adjusts.

Loss of the layer is different. Let the right phase be a liquid solder, not saturated in A, that delivers a constant leftward flux $j_\ell$ of B to the face, with $x_\gamma$ now the saturated composition at the face. The balance becomes $b\,ds_2/dt=j-j_\ell$, so for a narrow layer $dW/dt=k/W-v$ with $v=j_\ell/b$. This $v$ is not the observed speed of the face: in the steady state both faces move left at $bv/(x_\gamma-x_\alpha)$. The thickness tends to $k/v$, where growth and loss balance, and there is no late square-root law.

Q: Then what may I conclude from a straight line of $W^2$ against time?

A: That the growth is consistent with a fixed driving difference across a path that lengthens with the layer. For a single flat, narrow layer with fast faces, fed by volume diffusion and lying between phases that carry no diffusion flux, the slope is $2k$, and with $a$ and $b$ known it gives the product $\bar D\delta$. A second compound layer, or a neighbouring phase that still exchanges atoms by diffusion, can leave the line straight and yet change its slope, so check for both before using this rule on a real joint. If the layer is scalloped or grain boundaries carry the flux, the slope gives at best an effective product. To separate $\bar D$ from $\delta$, one of the two must be known independently. Nor does the slope show which atoms carry the flux. The remaining values for these cases are in the numerical output.

## Values computed for the example and the checks

```
Similarity solutions, dimensionless (D = exp[s(x-0.45)])
Wide layer: xl, x1, x2, xr = 0.05 0.3 0.6 0.95
  s=-3.0: lower 2.7576, omega^2 3.6694, upper 4.2546
  s= 0.0: lower 2.6667, omega^2 3.5186, upper 4.1143
  s= 3.0: lower 2.7576, omega^2 3.5786, upper 4.2546
Moving-boundary simulation of the wide layer, W0 = 1
  s=0.0: final W/W0 100.01, exponent 0.4999, d(W^2)/dt / omega^2 1.0001
  s=3.0: final W/W0 100.01, exponent 0.4999, d(W^2)/dt / omega^2 1.0001
Slow-interface simulation, narrow layer, L = 1
  W/L 0.300: exponent simulated 0.8820, formula 0.8846
  W/L 0.999: exponent simulated 0.7498, formula 0.7500
  W/L 2.998: exponent simulated 0.6251, formula 0.6250
  W/L 9.996: exponent simulated 0.5455, formula 0.5455
Worked example
  xl, x1, x2, xr = 0.0 0.44 0.46 1.0
  a = 0.44, b = 0.54, delta = 0.02
  D = 1.0e-17 m^2/s, Vm = 1.0e-05 m^3/mol
  lambda1 = 0.11131, lambda2 = 0.09107, q = 0.04959
  steady-flux k = 8.2492e-19 m^2/s
  W^2/t, steady flux (upper bound) = 1.6498e-18 m^2/s
  W^2/t, full solution = 1.6383e-18 m^2/s
  W^2/t, lower bound = 1.6103e-18 m^2/s
  steady-flux excess in W = 0.35 percent
  t = 1.0e+06 s: W = 1.280 um
  t = 4.0e+06 s: W = 2.560 um
  t = 1.6e+07 s: W = 5.120 um
At t = 4.0e+06 s
  left phase consumed = 1.408 um
  right phase consumed = 1.152 um
  B flux, left face = 7.7438e-09 mol/(m^2 s)
  B flux, contact plane = 7.8403e-09 mol/(m^2 s)
  B flux, right face = 7.7756e-09 mol/(m^2 s)
Time to reach 5 um = 1.526e+07 s
Slow interface: kappa = 1.0e-10 m/s, L = 0.100 um
  t = 1.0e+04 s: W = 0.0628 um, exponent = 0.807
  t = 1.0e+05 s: W = 0.3183 um, exponent = 0.620
  t = 1.0e+06 s: W = 1.1883 um, exponent = 0.539
  t = 4.0e+06 s: W = 2.4709 um, exponent = 0.519
```
